# Exponential k-mesh convergence for a gapped chain band: test program

```python
"""
Result under test: for the band E(k) = sqrt(D^2 + 4 t^2 cos^2 k) the mean over
the mesh k_j = 2 pi j / N (N even) differs from the exact mean by
    -(4/pi) s Int_kappa^inf A(q) / (exp(N q) - s) dq,   s = (-1)^(N/2),
    A(q) = 2 t sqrt(sinh^2 q - sinh^2 kappa),   sinh(kappa) = D / (2 t),
which decays as N^(-3/2) exp(-kappa N).
D: half the gap (eV); t: hopping (eV); k: wavenumber times atomic spacing;
kappa: distance of the branch points of E from the real k axis.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy import constants

mp.mp.dps = 120


def decay_rate(D, t):
    return float(np.arcsinh(D / (2 * t)))


def mesh_mean(N, D, t, shift=0.0):
    """Direct mesh sum; shift is a fraction of the mesh step."""
    D, t, shift = mp.mpf(D), mp.mpf(t), mp.mpf(shift)
    return mp.fsum(mp.sqrt(D**2 + 4 * t**2 * mp.cos(2 * mp.pi * (j + shift) / N)**2)
                   for j in range(N)) / N


def exact_mean(D, t):
    """Exact mean through the complete elliptic integral."""
    D, t = mp.mpf(D), mp.mpf(t)
    top = mp.sqrt(D**2 + 4 * t**2)
    return 2 * top * mp.ellipe(4 * t**2 / top**2) / mp.pi


def direct_error(N, D, t, shift=0.0):
    return float(mesh_mean(N, D, t, shift) - exact_mean(D, t))


def cut_error(N, D, t, sign=None):
    """Error from the branch-cut integral, with q = kappa + u^2."""
    s = (-1)**(N // 2) if sign is None else sign
    kap = decay_rate(D, t)

    def integrand(u):
        y = u * u
        A = 2 * t * np.sqrt(np.sinh(y) * np.sinh(2 * kap + y))
        return 2 * u * A / (np.exp(N * y) - s * np.exp(-N * kap))

    value = quad(integrand, 0, np.sqrt(60 / (N - 1)), epsabs=0, epsrel=1e-10,
                 limit=300)[0]
    return -4 / np.pi * s * np.exp(-N * kap) * value


def leading_error(N, D, t):
    kap = decay_rate(D, t)
    return (-(-1)**(N // 2) * 4 * t / np.sqrt(np.pi) * np.sqrt(np.sinh(2 * kap))
            * N**-1.5 * np.exp(-kap * N))


def ring_energy_per_cell(N, D, t, delta=0.0):
    """Filled levels of an N-atom ring, one electron per level, per two atoms."""
    H = np.diag([D * (-1)**j for j in range(N)]).astype(float)
    for j in range(N):
        hop = t * (1 + delta * (-1)**j)
        H[j, (j + 1) % N] += hop
        H[(j + 1) % N, j] += hop
    levels = np.linalg.eigvalsh(H)
    return levels[:N // 2].sum() / (N / 2)


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# The band and the equivalence of a ring with an even mesh
for N in (10, 12):
    assert abs(ring_energy_per_cell(N, 0.7, 3.5) + float(mesh_mean(N, 0.7, 3.5))) < 1e-11

# The exact mean against quadrature
mean_quad = quad(lambda k: np.sqrt(0.49 + 49 * np.cos(k)**2), 0, np.pi,
                 points=[np.pi / 2], epsabs=1e-12, limit=300)[0] / np.pi
assert abs(mean_quad - float(exact_mean(0.7, 3.5))) < 1e-9


# Zeros of E^2 between the real axis and a given height, by the winding of its phase
def zeros_below(height, D, t):
    k = np.linspace(0, np.pi, 40001) + 1j * height
    phase = np.unwrap(np.angle(D**2 + 4 * t**2 * np.cos(k)**2))
    return -(phase[-1] - phase[0]) / (2 * np.pi)


for D, t in ((0.7, 3.5), (1.0, 1.0)):
    kap = decay_rate(D, t)
    assert abs(zeros_below(0.98 * kap, D, t)) < 1e-6
    assert abs(zeros_below(1.02 * kap, D, t) - 1) < 1e-6

# Fourier coefficients: direct quadrature against the branch-cut integral
kap1 = decay_rate(1.0, 1.0)
for n in (2, 4, 6):
    direct = quad(lambda k: np.sqrt(1 + 4 * np.cos(k)**2) * np.cos(n * k), 0, np.pi,
                  epsabs=1e-12, limit=300)[0] / np.pi
    cut = quad(lambda u: 2 * u * 2 * np.sqrt(np.sinh(u * u) * np.sinh(2 * kap1 + u * u))
               * np.exp(-n * (kap1 + u * u)), 0, np.sqrt(60 / (n - 1)),
               epsabs=1e-13, limit=300)[0]
    assert abs(direct + 2 / np.pi * (-1)**(n // 2) * cut) < 1e-9
odd = quad(lambda k: np.sqrt(1 + 4 * np.cos(k)**2) * np.cos(3 * k), 0, 2 * np.pi,
           epsabs=1e-12, limit=300)[0]
assert abs(odd) < 1e-9

# Exact error formula, its sign, and the effect of mesh shifts and of odd N
for D, t in ((0.05, 1.0), (0.7, 3.5), (1.0, 1.0), (5.0, 1.0)):
    for N in (2, 4, 10, 20, 42):
        err = direct_error(N, D, t)
        s = (-1)**(N // 2)
        assert close(cut_error(N, D, t), err, 1e-7)
        assert err * s < 0
        assert close(cut_error(N, D, t, -s), direct_error(N, D, t, 0.5), 1e-7)
        assert close(cut_error(2 * N, D, t, -1), direct_error(N, D, t, 0.25), 1e-7)
    assert abs(mesh_mean(21, D, t) - mesh_mean(42, D, t)) < mp.mpf(10)**-100

# Asymptotic law with first correction: the remainder must fall as 1/N^2
remainder = {}
for N in (200, 400):
    ratio = direct_error(N, 1.0, 1.0) / leading_error(N, 1.0, 1.0)
    remainder[N] = ratio - 1 - 0.75 / np.tanh(2 * kap1) / N
assert abs(remainder[200]) < 1e-4
assert abs(remainder[200] / remainder[400] - 4) < 0.2

# Closed gap: algebraic decay
assert close(400**2 * direct_error(400, 0.0, 1.0), -4 * np.pi / 3, 1e-4)
assert close(402**2 * direct_error(402, 0.0, 1.0), 2 * np.pi / 3, 1e-4)


# Finite temperature, chemical potential at mid-gap
def thermal_mean(N, D, t, kT):
    E = np.sqrt(D**2 + 4 * t**2 * np.cos(2 * np.pi * np.arange(N) / N)**2)
    return np.mean(E + 2 * kT * np.log1p(np.exp(-E / kT)))


def thermal_error(N, D, t, kT):
    omega = (2 * np.arange(20000) + 1) * np.pi * kT
    rates = np.arcsinh(np.sqrt(D**2 + omega**2) / (2 * t))
    return 8 * kT / N * np.sum(np.log1p(-(-1)**(N // 2) * np.exp(-N * rates)))


kT_room = constants.k * 300 / constants.e
for kT in (kT_room, 0.3):
    for N in (20, 22, 40):
        direct = thermal_mean(N, 0.7, 3.5, kT) - thermal_mean(4000, 0.7, 3.5, kT)
        assert abs(direct - thermal_error(N, 0.7, 3.5, kT)) < 1e-11


# Bond alternation maps onto the same band with new parameters
def alternating_parameters(D, t, delta):
    return np.sqrt(D**2 + 4 * t**2 * delta**2), t * np.sqrt(1 - delta**2)


D_alt, t_alt = alternating_parameters(0.7, 3.5, 0.05)
for N in (10, 12):
    assert abs(ring_energy_per_cell(N, 0.7, 3.5, 0.05)
               + float(mesh_mean(N, D_alt, t_alt))) < 1e-11

# Transverse momentum never brings the branch points closer than kappa
offsets = np.linspace(-1, 1, 2001)
heights = np.abs(np.imag(np.arccos(offsets + 0.1j)))
assert heights.min() > np.arcsinh(0.1) - 1e-10


def square_mean(N, D, t):
    c = np.cos(2 * np.pi * np.arange(N) / N)
    return np.mean(np.sqrt(D**2 + 4 * t**2 * (c[:, None] + c[None, :])**2))


def required_mesh(D, t, tolerance):
    """Even N from which on the energy per cell (two electrons) stays in tolerance."""
    failing = [N for N in range(2, 602, 2) if 2 * abs(cut_error(N, D, t)) > tolerance]
    assert failing[-1] < 560
    return failing[-1] + 2


# Worked example
D, t, spacing = 0.7, 3.5, 0.25
kappa = decay_rate(D, t)
print(f"half gap D = {D:.2f} eV, gap 2D = {2*D:.2f} eV")
print(f"hopping t = {t:.2f} eV, atomic spacing a = {spacing:.2f} nm")
print(f"band width = {np.sqrt(D**2 + 4*t**2) - D:.3f} eV")
print(f"D/2t = {D/(2*t):.4f}")
print(f"kappa = {kappa:.6f} per point of the 2 pi mesh")
print(f"2 kappa = {2*kappa:.6f} per distinct point")
print(f"decay length a/kappa = {spacing/kappa:.3f} nm")
print(f"exact mean of E = {float(exact_mean(D, t)):.8f} eV")
print("mesh error of mean E: N, direct (meV), leading law (meV), ratio")
for N in (10, 20, 22, 40, 42, 80, 160):
    err, lead = direct_error(N, D, t), leading_error(N, D, t)
    assert close(cut_error(N, D, t), err, 1e-7)
    print(f"  {N:4d} {1e3*err: .5e} {1e3*lead: .5e} {err/lead:.4f}")
print(f"first correction 3coth(2kappa)/4N at N=160: {0.75/np.tanh(2*kappa)/160:.4f}")
print("local rate from N to N+4: N, raw, with N^(-3/2) removed")
for N in (40, 80, 160, 320):
    raw = -np.log(direct_error(N + 4, D, t) / direct_error(N, D, t)) / 4
    cleaned = raw - 1.5 * np.log((N + 4) / N) / 4
    print(f"  {N:4d} {raw:.6f} {cleaned:.6f}")
assert close(cleaned, kappa, 2e-3)
print(f"odd mesh N=41: error = {1e3*direct_error(41, D, t):.4e} meV")
print(f"N=40, half-step shift: error = {1e3*direct_error(40, D, t, 0.5):.4e} meV")
print(f"N=40, quarter-step shift: error = {1e3*direct_error(40, D, t, 0.25):.4e} meV")
print(f"even N for 1 meV per cell: {required_mesh(D, t, 1e-3)}")
print(f"even N for 1 ueV per cell: {required_mesh(D, t, 1e-6)}")

print("neglected effects")
kappa_T = np.arcsinh(np.sqrt(D**2 + (np.pi * kT_room)**2) / (2 * t))
print(f"300 K: kT = {1e3*kT_room:.3f} meV, pi kT = {1e3*np.pi*kT_room:.2f} meV")
print(f"300 K: rate = {kappa_T:.6f}, change = {100*(kappa_T/kappa - 1):.3f} %")
print(f"300 K: error at N=40 = {1e3*thermal_error(40, D, t, kT_room):.5e} meV")
for label, D_new in (("gap halved", D / 2), ("gap lowered by 0.1 eV", D - 0.05)):
    print(f"{label}: rate = {decay_rate(D_new, t):.6f}")
    print(f"  even N for 1 meV: {required_mesh(D_new, t, 1e-3)},"
          f" for 1 ueV: {required_mesh(D_new, t, 1e-6)}")
print(f"5 % bond alternation: gap = {2*D_alt:.4f} eV,"
      f" rate = {decay_rate(D_alt, t_alt):.6f}")
for label, hop in (("same hopping", t), ("same band width", t / 2)):
    reference = square_mean(800, D, hop)
    assert abs(reference - square_mean(600, D, hop)) < 1e-11
    e20, e40 = (1e3 * (square_mean(N, D, hop) - reference) for N in (20, 40))
    print(f"square lattice, {label}:")
    print(f"  error N=20: {e20:.4e} meV, N=40: {e40:.4e} meV")

print("no test failed")
```

Running it gives:

```
half gap D = 0.70 eV, gap 2D = 1.40 eV
hopping t = 3.50 eV, atomic spacing a = 0.25 nm
band width = 6.335 eV
D/2t = 0.1000
kappa = 0.099834 per point of the 2 pi mesh
2 kappa = 0.199668 per distinct point
decay length a/kappa = 2.504 nm
exact mean of E = 4.54959215 eV
mesh error of mean E: N, direct (meV), leading law (meV), ratio
    10  4.93021e+01  4.12643e+01 1.1948
    20 -6.60237e+00 -5.37596e+00 1.2281
    22  4.26288e+00  3.81638e+00 1.1170
    40 -2.83004e-01 -2.58085e-01 1.0966
    42  2.12186e-01  1.96455e-01 1.0801
    80 -1.76008e-03 -1.68237e-03 1.0462
   160 -2.06932e-07 -2.02202e-07 1.0234
first correction 3coth(2kappa)/4N at N=160: 0.0238
local rate from N to N+4: N, raw, with N^(-3/2) removed
    40 0.137883 0.102142
    80 0.118650 0.100354
   160 0.109231 0.099971
   320 0.104528 0.099870
odd mesh N=41: error = 1.3873e-03 meV
N=40, half-step shift: error = 2.7948e-01 meV
N=40, quarter-step shift: error = 1.7597e-03 meV
even N for 1 meV per cell: 36
even N for 1 ueV per cell: 92
neglected effects
300 K: kT = 25.852 meV, pi kT = 81.22 meV
300 K: rate = 0.100502, change = 0.669 %
300 K: error at N=40 = -2.83004e-01 meV
gap halved: rate = 0.049979
  even N for 1 meV: 54, for 1 ueV: 158
gap lowered by 0.1 eV: rate = 0.092724
  even N for 1 meV: 38, for 1 ueV: 98
5 % bond alternation: gap = 1.5652 eV, rate = 0.111711
square lattice, same hopping:
  error N=20: -2.7330e+00 meV, N=40: -9.4268e-02 meV
square lattice, same band width:
  error N=20: -1.9009e-01 meV, N=40: -9.0539e-04 meV
no test failed
```
